# Electrostriction above the Curie point: constant in polarization, divergent in field, part 2

A plate of a cubic crystal, ferroelectric when cold, is held in its paraelectric phase and thickens in an applied field. We ask why \(M=x/E^2\) depends strongly on temperature \(T\) while \(Q=x/P^2\) does not.

The strain \(x\), polarization \(P\) and internal field \(E\) lie along one cubic axis, the plate normal. The strain is measured from the unpolarized, stress-free crystal at the same temperature; \(u\) is the strain along each lateral axis. The stress \(\sigma\) along the plate normal is positive when tensile, and is zero unless mentioned. No lateral force acts. The algebra is in atomic units, with \(4\pi\varepsilon_0=1\), displacement \(D=E/(4\pi)+P\) and relative permittivity \(\varepsilon_r\). Energies are per unit volume.

The model energy is

\[
F(P,x)=\tfrac12a(T-T_0)P^2+\tfrac14b_xP^4+\tfrac16cP^6
+\tfrac12Yx^2-qxP^2 .
\]

Here \(Y\) is Young's modulus, \(q\) the coupling constant, and \(b_x\) applies at fixed \(x\). The constants \(a\), \(c\) and \(Y\) are positive; only the coefficient of \(P^2\) depends on temperature. Equilibrium is a minimum of \(\Phi=F(P,x)-EP-\sigma x\) over \(P\) and \(x\), which gives

\[
x=\frac{\sigma}{Y}+QP^2,\qquad Q=\frac qY ,
\]

\[
E=\left[a(T-T_0)-2Q\sigma\right]P+bP^3+cP^5,\qquad
b=b_x-\frac{2q^2}{Y} .
\]

At zero stress and small field, \(P=\eta E\), with

\[
\varepsilon_r-1=4\pi\eta=\frac{C}{T-T_0},\qquad C=\frac{4\pi}{a},
\]

\[
M=Q\eta^2=\frac{Q}{a^2(T-T_0)^2} ,
\]

where \(\eta\) is the susceptibility and \(C\) the Curie constant. The stress route gives the same \(M\):

\[
M=\frac12\left.\frac{d\eta}{d\sigma}\right|_{\sigma=0} ,\qquad
T_0(\sigma)=T_0+\frac{2Q\sigma}{a} .
\]

The leading law \(x=Q\eta^2E^2\) has the first field correction

\[
x=Q\eta^2E^2\left(1-2b\eta^3E^2\right).
\]

### How close to \(T_0\) the paraelectric phase reaches

For \(b<0\) a polar state becomes the stable one before \(T_0\) is reached on cooling, and the crystal can jump to it. If the jump is delayed, the paraelectric phase survives as a metastable state, at most down to \(T_0\). At zero field, inserting \(x=QP^2\) into the energy turns the elastic terms into \(-q^2P^4/(2Y)\), where \(q=YQ\), and leaves

\[
G=\tfrac12a(T-T_0)P^2+\tfrac14bP^4+\tfrac16cP^6 .
\]

At the transition temperature \(T_c\) a polar minimum has the same energy as \(P=0\). With \(A=a(T_c-T_0)\), the conditions \(G=0\) and \(dG/dP=0\) become, after division by \(P^2/2\) and by \(P\),

\[
A+\tfrac12bP^2+\tfrac13cP^4=0,\qquad A+bP^2+cP^4=0 .
\]

Subtracting the first from the second gives \(\tfrac12bP^2+\tfrac23cP^4=0\), so \(P^2=-3b/(4c)\). The second condition then yields

\[
A=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c},\qquad
T_c=T_0+\frac{3b^2}{16ac} .
\]

The divergence at \(T_0\) is therefore not reached in the stable paraelectric phase; \(T_0\) is found by extrapolation.

Slightly above \(T_c\) a sufficient field can still cause a jump. This is excluded if \(E\) rises steadily with \(P\). The slope is

\[
\frac{dE}{dP}=a(T-T_0)+3bP^2+5cP^4 .
\]

Its smallest value lies at \(P^2=-3b/(10c)\) and equals \(a(T-T_0)-9b^2/(20c)\). The response is single-valued at all fields when

\[
T>T_0+\frac{9b^2}{20ac} .
\]

### A worked case

The parameters are rough values in the regime of barium titanate: \(C=1.5\times10^5\) K, \(T_0=383\) K, \(Q=1.1\times10^{-5}\) (µC/cm²)⁻², \(Y=125\) GPa, \(b=-8\times10^{-6}\) (MV/cm)/(µC/cm²)³ and \(c=1.6\times10^{-8}\) (MV/cm)/(µC/cm²)⁵. The two limits just derived are then \(T_c=393\) K and 407 K. A plate 0.5 mm thick is driven with 250 V, which is a field of 0.005 MV/cm, at three temperatures above both limits.

At 413 K the distance from \(T_0\) is 30 K, and

\[
\varepsilon_r-1=\frac{1.5\times10^5}{30}=5000 .
\]

The linear polarization at the drive field is 2.2135 µC/cm². The susceptibility in these units is therefore \(2.2135/0.005=442.7\) µC/cm² per MV/cm, and

\[
M=1.1\times10^{-5}\times(442.7)^2=2.16\ (\mathrm{MV/cm})^{-2} .
\]

Since 1 MV/cm is 0.01 V/Å, this equals \(2.16\times10^4\) Å²/V². The leading strain is \(2.16\times(0.005)^2=5.4\times10^{-5}\).

The table gives \(M\) in (MV/cm)⁻² at vanishing field. The polarization in µC/cm² and the strain are those at the drive field, obtained by minimizing the energy numerically over \(P\) and \(x\) together, with all powers of \(P\) in the model kept.

| \(T\) (K) | \(M\) | \(P\) | \(x\) |
|---|---|---|---|
| 413 | 2.156 | 2.254 | \(5.59\times10^{-5}\) |
| 443 | 0.539 | 1.109 | \(1.35\times10^{-5}\) |
| 503 | 0.135 | 0.554 | \(3.37\times10^{-6}\) |

Each doubling of \(T-T_0\), from 30 to 60 to 120 K, divides \(M\) by four. The ratio \(x/P^2\) is \(1.10\times10^{-5}\) (µC/cm²)⁻² in all three rows. The plate thickens by 28 nm at 413 K and by 1.7 nm at 503 K.

The stress route was evaluated separately, from the numerical change of the susceptibility under a small stress at 413 K. It gives the same 2.156 (MV/cm)⁻².

At the drive field the strain exceeds the leading law by 3.7 % at 413 K, 0.44 % at 443 K and 0.05 % at 503 K. The first correction alone gives 3.5 % at 413 K; higher orders supply the rest. As a result, \(x/E^2\) at this fixed field falls between 413 K and 443 K by \(5.587/1.353=4.13\) instead of 4. Read as a power law, this is an exponent of \(-\ln4.13/\ln2=-2.05\).

### Reading the law from data

Taking the inverse square root of \(M\) gives a straight line, here for \(Q>0\):

\[
M^{-1/2}=\frac{a}{\sqrt Q}\,(T-T_0) .
\]

It crosses zero at \(T_0\). From the table, \(M^{-1/2}\) is 0.681 MV/cm at 413 K and 2.72 MV/cm at 503 K. The slope is \((2.72-0.681)/90=0.0227\) MV/cm per kelvin, and the crossing lies \(0.681/0.0227=30\) K below 413 K, at 383 K.

The temperature in the law is \(T_0\), not \(T_c\). Suppose that \(\ln M\) is plotted against \(\ln(T-T_c)\). Since \(d\ln M/dT=-2/(T-T_0)\), the local slope of the plot is

\[
\frac{d\ln M}{d\ln(T-T_c)}=(T-T_c)\frac{d\ln M}{dT}
=-2\,\frac{T-T_c}{T-T_0} .
\]

At 413 K this is \(-2\times20.04/30=-1.34\). The slope approaches \(-2\) far above the transition and zero at \(T_c\). An exponent that seems to weaken near the transition may therefore come from the wrong choice of reference temperature.

### What the model leaves out

**Drift of \(Q\).** If \(q\) or \(Y\) varies with temperature, so in general does \(Q=q/Y\). From \(M=Q\eta^2\),

\[
\frac{d\ln M}{d\ln(T-T_0)}=-2+(T-T_0)\frac{d\ln Q}{dT} .
\]

An assumed drift of \(5\times10^{-4}\) per kelvin changes the exponent at 503 K to \(-1.94\). The effect grows with distance from \(T_0\), whereas the field correction grows towards \(T_0\). For data taken at one fixed field, a fit that ignores both effects is therefore least distorted between the two ends.

**Background polarization.** Electrons and the stiffer lattice vibrations add a susceptibility that hardly depends on temperature. Let it contribute \(\chi_b=5\) to \(\varepsilon_r-1\), and let the same \(Q\) apply to the total polarization. Then \(M\) grows by the factor \((1+\chi_b/4\pi\eta)^2\), or by about \(2\times5/5000=0.2\) % at 413 K and 0.8 % at 503 K.

**Attraction of the electrodes.** The charged electrodes press on the plate with a stress of order \(\tfrac12ED\approx\tfrac12\eta E^2\). Compared with the electrostrictive strain, the resulting strain has the size

\[
\frac{\eta E^2/(2Y)}{Q\eta^2E^2}=\frac{1}{2YQ\eta} ,
\]

which is 0.08 % at 413 K and 0.33 % at 503 K, opposite in sign to the electrostrictive thickening. This counts the axial stress alone. If the electrodes follow the lateral expansion of the free plate, the effect is larger by the factor \(1+2\nu\), where \(\nu\) is Poisson's ratio; a rough \(\nu=0.32\) gives 0.13 % and 0.54 %.

**Heating by the field.** The polarization lowers the entropy. Differentiating the minimum of \(\Phi=F-EP-\sigma x\) with respect to \(T\) leaves its explicit dependence, and the polar part of the entropy is \(S=-\partial\Phi/\partial T=-\tfrac12aP^2\). If the field is applied too fast for heat to escape, the rest of the crystal takes up this entropy and warms by

\[
\delta T=\frac{T\,aP^2}{2c_h} ,
\]

where \(c_h\) is the heat capacity per volume. With a rough 3 J/(cm³ K) this is 0.026 K at 413 K. A thermal expansion of roughly \(10^{-5}\) per kelvin turns it into 0.5 % of the electrostrictive strain. The warming also lowers \(M\) by \(2\times0.026/30\), or 0.2 %.

The same expansion coefficient shows how steady the oven must be. At 503 K a drift of one kelvin during the measurement produces a strain of \(10^{-5}\), three times the electrostrictive strain of \(3.4\times10^{-6}\).

**Breakdown.** The drive field is a tenth of a rough breakdown field of 0.05 MV/cm, so the example stays well below that limit. It does assume an insulating crystal. A leakage current heats the plate at a rate proportional to \(E^2\), and the resulting expansion is also even in the field. At 503 K an assumed resistivity of \(10^9\) Ω cm gives 0.008 K per second, which adds 2.5 % of the electrostrictive strain for every second the field is on.

### Beside the real material

Barium titanate leaves its cubic phase at roughly 400 K, and the model's \(T_c=393\) K agrees with this rough figure; the other parameters have typical magnitudes. In the real material the coefficient \(b\) may vary with temperature, while the model holds it fixed. As long as the cubic phase is stable, this does not touch \(M\) at vanishing field, but the first field correction is proportional to \(b\): halving \(|b|\) would halve the 3.5 % at 413 K, and a change of sign of \(b\) on heating would turn the excess into a deficit. Doubling \(|b|\) at unchanged \(c\) would double this first correction to 6.9 %, but it would also move the transition. Since \(T_c-T_0\) is proportional to \(b^2\), \(T_c\) would rise to about 423 K, and the paraelectric phase would no longer be the stable one at 413 K. An increase of \(|b|\) by only 12 % already lifts the limit of single-valued response above 413 K.

In a device the crystal may be under load, which breaks the assumption of zero stress. The shift \(2Q\sigma/a\) amounts to 0.29 K per MPa. A constant compression of 10 MPa along the axis lowers \(T_0\) by 2.9 K and multiplies \(M\) at 413 K by \((30/32.9)^2=0.83\). The exponent remains \(-2\), but about the shifted temperature. This concerns polarization along the loaded axis only. If the lateral ratio \(u/P^2\) is negative, the same compression raises \(T_0\) for polarization across the axis, by about 1.2 K at 10 MPa for a rough value of \(-4.5\times10^{-6}\) (µC/cm²)⁻². A large load can therefore bring on a transition that the one-axis model does not contain.

Relaxor ferroelectrics, which are used in electrostrictive actuators, break a different assumption: near their broad permittivity maximum they do not follow the Curie-Weiss law. Where the strain still equals \(QP^2\) with constant \(Q\), the relation \(M=Q\eta^2\) survives and the power \(-2\) does not. At the maximum itself \(d\eta/dT=0\), and \(M\) is then stationary in temperature. Close to the maximum, the strain of an actuator driven at a given field therefore changes little with temperature, provided that the field is small enough for a linear dielectric response. If instead the charge on the electrodes is controlled, \(P\) is nearly fixed because \(\varepsilon_r\gg1\), and the strain inherits the constancy of \(Q\) as far as the model holds. The values behind the worked case are listed in the numerical output below.

## Numbers as computed

```
INPUTS, rough values, barium titanate regime
Curie constant = 1.5e+05 K; T0 = 383 K
Q = 1.10e-05 (uC/cm2)^-2; Y = 125 GPa
b = -8.0e-06 (MV/cm)/(uC/cm2)^3
c = 1.6e-08 (MV/cm)/(uC/cm2)^5
drive field = 0.005 MV/cm
plate thickness = 5.0e+05 nm
drive voltage = 250 V
TEMPERATURE LIMITS
transition temperature Tc = 392.96 K
P(E) single-valued above 406.91 K
RESULTS (full = numerical minimum at drive field)
T = 413 K; T-T0 = 30 K; eps_r - 1 = 5000
  zero-field M = 2.1559 (MV/cm)^-2 = 2.156e+04 angstrom^2/V^2
  P linear = 2.2135, full = 2.2537 uC/cm2
  strain leading = 5.3898e-05, full = 5.5870e-05
  full strain/P^2 = 1.1000e-05 (uC/cm2)^-2
  full stroke = 27.935 nm; field excess = 3.659 %
T = 443 K; T-T0 = 60 K; eps_r - 1 = 2500
  zero-field M = 0.5390 (MV/cm)^-2 = 5390 angstrom^2/V^2
  P linear = 1.1068, full = 1.1092 uC/cm2
  strain leading = 1.3474e-05, full = 1.3533e-05
  full strain/P^2 = 1.1000e-05 (uC/cm2)^-2
  full stroke = 6.767 nm; field excess = 0.436 %
T = 503 K; T-T0 = 120 K; eps_r - 1 = 1250
  zero-field M = 0.1347 (MV/cm)^-2 = 1347 angstrom^2/V^2
  P linear = 0.5534, full = 0.5535 uC/cm2
  strain leading = 3.3686e-06, full = 3.3704e-06
  full strain/P^2 = 1.1000e-05 (uC/cm2)^-2
  full stroke = 1.685 nm; field excess = 0.054 %
fitted exponent of M in T-T0 = -2.00000
M ratio 413 K / 443 K = 4.0000
M ratio 413 K / 503 K = 16.0000
M from stress derivative, 413 K = 2.1559 (MV/cm)^-2
T0 shift by tension = 0.2922 K/MPa
T0 read from M^(-1/2) line = 383.000 K
false exponent using Tc, 413 K = -1.336
NEGLECTED EFFECTS
first field correction, 413 K = 3.471 %
background susceptibility (rough) = 5
413 K: background adds 0.200 % to M; electrode pull/strain = 0.079 %
503 K: background adds 0.802 % to M; electrode pull/strain = 0.329 %
assumed Q drift = 5.0e-04 per K
exponent with drift, 503 K = -1.9400
heat capacity (rough) = 3.0 J/(cm3 K)
thermal expansion (rough) = 1.0e-05 1/K
adiabatic warming, 413 K = 0.0263 K
its thermal strain/field strain = 0.471 %
its change of M = -0.175 %
breakdown field (rough) = 0.05 MV/cm
drive/breakdown field = 0.10
```
